# Gauss's law on a torus and the QED_L charged-particle mass shift

**Question**

I want to compute the mass of one charged particle in a cubic box of side $L$ with periodic boundary conditions. Integrating Gauss's law over the box seems to say that the particle cannot be there at all. The remedy I have been given is QED$_L$: delete the photon modes with spatial momentum zero at every time. The mass is then supposed to shift by $-\alpha\kappa/(2L)$, with $\kappa=2.837297$.

I am stuck at three points. First, is the obstruction real, or can a clever gauge choice avoid it? Second, the Coulomb self-energy is a sum of positive terms $1/\mathbf k^2$, so how can the shift be negative, and why should a static formula hold for a relativistic particle with transverse photons? Third, both the sum and the integral I need to subtract diverge. How do I get seven digits of $\kappa$ out of them?

**Answer**

The obstruction is real, and no gauge choice removes it. The quoted shift is the leading term at large $L$. For a point scalar at rest the next term can be found as well, and deriving both shows what the static formula leaves out.

I use $\hbar=c=1$ and $e^2=4\pi\alpha$. The charge density $\rho$ is measured in units of $e$, so $\nabla\cdot\mathbf E=e\rho$ and $Q=\int d^3x\,\rho$.

**Why a net charge is forbidden**

Integrate Gauss's law over the torus:

$$eQ=\int d^3x\,\nabla\cdot\mathbf E=\oint d\mathbf S\cdot\mathbf E=0 .$$

The surface integral vanishes because $\mathbf E$ is equal on opposite faces while the outward normals are opposite. The potential $A_\mu$ may return to itself only up to a gauge transformation, but $\mathbf E$ is gauge invariant and therefore periodic. That is why a gauge choice cannot help. A boundary condition that reverses $\mathbf E$ from one face to the other would void the argument, but that is a different box.

In the quantum theory the same statement is a constraint. Write the Lagrangian in first-order form, with the charge expressed through the matter fields and their canonical momenta. A spatially constant $A_0(t)$ has no gradient, so it then enters only through $-eA_0(t)Q$. Varying it gives $Q=0$, which as an operator statement is $Q|\text{phys}\rangle=0$.

In Fourier space, with $\rho_{\mathbf k}=\int d^3x\,e^{-i\mathbf k\cdot\mathbf x}\rho$, Gauss's law reads $i\mathbf k\cdot\mathbf E_{\mathbf k}=e\rho_{\mathbf k}$. The offending equation is the one at $\mathbf k=0$. QED$_L$ removes $A_\mu(t,\mathbf k=0)$ at each $t$, so this equation is never imposed. The remaining ones combine to

$$\nabla\cdot\mathbf E=e\left(\rho-\frac{Q}{L^3}\right).$$

The charge now sits in a formal uniform background of opposite total charge. This changes the theory, and it is nonlocal in space, since $Q$ is an integral over the whole box.

A periodic lattice with 64 sites shows the same structure. Its divergence matrix has rank 63. For a single unit charge, the part that no electric field can produce is $1/64=0.015625$ on every site, while a neutral pair is solved to rounding error.

**The Coulomb energy of a relativistic scalar at rest**

Take Coulomb gauge. Solving Gauss's law for $\mathbf k\neq0$ gives $A_{0,\mathbf k}=e\rho_{\mathbf k}/\mathbf k^2$, and the longitudinal field energy $\frac12\int d^3x\,\mathbf E_\parallel^2$ becomes

$$H_C=\frac{e^2}{2L^3}\sum_{\mathbf k}{}'\,\frac{\rho_{\mathbf k}^\dagger\rho_{\mathbf k}}{\mathbf k^2},\qquad \mathbf k=\frac{2\pi\mathbf n}{L}.$$

The prime means $\mathbf n\neq0$. Since $H_C$ already carries $e^2$, its expectation value in the free one-particle state, minus that in the vacuum, gives its order-$\alpha$ contribution to the mass.

For a complex scalar of unit charge, write $\omega_p=\sqrt{m^2+\mathbf p^2}$ and

$$\phi_{\mathbf p}=\frac{a_{\mathbf p}+b^\dagger_{-\mathbf p}}{\sqrt{2\omega_p}},\qquad
\dot\phi_{\mathbf p}=-i\sqrt{\frac{\omega_p}{2}}\,(a_{\mathbf p}-b^\dagger_{-\mathbf p}),$$

$$\rho_{\mathbf k}=i\sum_{\mathbf p}\left(\phi^\dagger_{\mathbf p}\dot\phi_{\mathbf p+\mathbf k}-\dot\phi^\dagger_{\mathbf p}\phi_{\mathbf p+\mathbf k}\right).$$

Here $\dot\phi$ stands for the free-field expression of the canonical momentum. With $\omega=\omega_p$ and $\omega'=\omega_{p+k}$, the coefficient of $a^\dagger_{\mathbf p}a_{\mathbf p+\mathbf k}$ is

$$\frac12\left(\sqrt{\frac{\omega'}{\omega}}+\sqrt{\frac{\omega}{\omega'}}\right)=\frac{\omega+\omega'}{2\sqrt{\omega\omega'}} .$$

In the pair-creating term $a^\dagger_{\mathbf p}b^\dagger_{-\mathbf p-\mathbf k}$, the minus sign in $\dot\phi$ reverses the first contribution, so the coefficient is $(\omega-\omega')/(2\sqrt{\omega\omega'})$.

Now let $\rho_{\mathbf k}$ act on a particle at rest, and from here on write $\omega=\sqrt{m^2+\mathbf k^2}$. Two things distinguish the result from the vacuum:

- The particle is scattered from momentum zero to $-\mathbf k$. The squared amplitude is $(\omega+m)^2/(4m\omega)$.
- A pair can be created whose particle joins the occupied zero-momentum mode. Bose enhancement makes the squared norm 2 instead of the vacuum value 1, leaving an excess of $(\omega-m)^2/(4m\omega)$.

All other pairs cancel against the vacuum. The final states of the two processes are orthogonal, so the squares add:

$$\langle\rho^\dagger_{\mathbf k}\rho_{\mathbf k}\rangle_1-\langle\rho^\dagger_{\mathbf k}\rho_{\mathbf k}\rangle_0=\frac{(\omega+m)^2+(\omega-m)^2}{4m\omega}=\frac{\omega^2+m^2}{2m\omega}.$$

An explicit Fock-space calculation at $k/m=1.7$ gives 1.239664, in agreement with this formula. A static point charge would give 1.

**Why the relativistic correction drops out of the Coulomb part**

Separate the static value:

$$\frac{\omega^2+m^2}{2m\omega}=1+\frac{(\omega-m)^2}{2m\omega}.$$

Since $\omega-m=\mathbf k^2/(\omega+m)$, the correction contributes to the summand

$$G(\mathbf k)=\frac{1}{\mathbf k^2}\frac{(\omega-m)^2}{2m\omega}=\frac{\mathbf k^2}{2m\omega(\omega+m)^2}.$$

At large $k$ this exceeds the static term $1/\mathbf k^2$, but we need only the difference between finite and infinite volume. Poisson summation gives

$$\frac1{L^3}\sum_{\text{all }\mathbf k}G(\mathbf k)-\int\!\frac{d^3k}{(2\pi)^3}G(\mathbf k)=\sum_{\mathbf j\neq0}\tilde G(L\mathbf j),\qquad
\tilde G(\mathbf r)=\int\!\frac{d^3k}{(2\pi)^3}\,G(\mathbf k)e^{i\mathbf k\cdot\mathbf r},$$

with a smooth cutoff understood on both sides. $G$ is analytic as long as the imaginary part of $\mathbf k$ is shorter than $m$. Shifting the integration contour therefore shows that $\tilde G(\mathbf r)$ falls as $e^{-mr}$, up to powers of $r$. The nearest images are at $r=L$, so the right side is exponentially small in $mL$. Omitting $\mathbf k=0$ from the sum costs nothing, because $G(0)=0$.

The static term $1/\mathbf k^2$ is singular at the origin, so this argument does not apply to it. That singularity, the long range of the Coulomb force, produces the power of $1/L$.

**What transverse photons contribute**

The vertex for one transverse photon is proportional to $\boldsymbol\epsilon\cdot(\mathbf p+\mathbf p')$. For a particle initially at rest $\mathbf p=0$ and $\mathbf p'=\mp\mathbf k$, so the vertex is proportional to $\boldsymbol\epsilon\cdot\mathbf k=0$. The amplitude to create a pair whose particle is at rest vanishes for the same reason. Pairs not involving that mode cancel against the vacuum.

What remains is the seagull term $e^2\mathbf A^2\phi^\dagger\phi$. The one-particle excess of $\int d^3x\,\phi^\dagger\phi$ is $1/(2m)$, from the $a_0^\dagger a_0$ term. Each transverse mode contributes $1/(2|\mathbf k|L^3)$ to $\langle\mathbf A^2\rangle$, and there are two polarizations. Hence

$$\delta m_{\rm sg}=\frac{e^2}{2m}\langle\mathbf A^2\rangle=\frac{e^2}{2mL^3}\sum_{\mathbf k}{}'\,\frac1{|\mathbf k|}.$$

**Subtracting infinite volume**

Define the finite parts

$$c_s=\lim_{\Lambda\to\infty}\left[\sum_{\mathbf n}{}'\frac{w(|\mathbf n|/\Lambda)}{|\mathbf n|^s}-\int d^3n\,\frac{w(|\mathbf n|/\Lambda)}{|\mathbf n|^s}\right],\qquad w(0)=1,$$

where $w$ is a smooth cutoff. The same ultraviolet divergence occurs in both terms and cancels. Using $|\mathbf k|=2\pi|\mathbf n|/L$, the two prefactors are

$$\frac{e^2}{2L^3}\frac{L^2}{4\pi^2}=\frac{\alpha}{2\pi L},\qquad
\frac{e^2}{2mL^3}\frac{L}{2\pi}=\frac{\alpha}{mL^2}.$$

Up to exponentially small terms, therefore,

$$m(L)-m=\frac{\alpha}{L}\left[\frac{c_2}{2\pi}+\frac{c_1}{mL}\right].$$

This resolves the sign puzzle. Each Coulomb self-energy is positive, but the shift is a difference of two of them, and nothing forces a difference to be positive. With $\kappa\equiv-c_2/\pi$ the first term is $-\alpha\kappa/(2L)$. There is also an electrostatic reading. Removing $\mathbf k=0$ fixes the zero of the potential: the total potential, including the charge's own, averages to zero over the box. With this choice the periodic images and the background together produce a potential $-e\kappa/(4\pi L)$ at the charge, and half of $e$ times this potential is the energy shift.

**Ewald summation for $\kappa$**

Start from $1/n^2=\int_0^\infty dt\,e^{-tn^2}$, with $n=|\mathbf n|$. Cutting the integral off at a small lower limit $s$ multiplies $1/n^2$ by the Gaussian cutoff $e^{-sn^2}$. Since $\int d^3n\,e^{-tn^2}=(\pi/t)^{3/2}$,

$$c_2=\lim_{s\to0}\int_s^\infty dt\left[\sum_{\mathbf n}{}'e^{-tn^2}-\left(\frac{\pi}{t}\right)^{3/2}\right].$$

Split the integral at any $T>0$. Above $T$ the sum converges rapidly, and the two terms integrate to

$$\sum_{\mathbf n}{}'\frac{e^{-Tn^2}}{n^2}-\frac{2\pi^{3/2}}{\sqrt T}.$$

Below $T$ use the Poisson identity

$$\sum_{\mathbf n}{}'e^{-tn^2}=\left(\frac{\pi}{t}\right)^{3/2}\sum_{\mathbf j}e^{-\pi^2j^2/t}-1,$$

where the $-1$ is the missing zero mode. The $\mathbf j=0$ term cancels the subtracted integral, which removes the divergence before any number is computed. The constant $-1$ integrates to $-T$. For $\mathbf j\ne0$ put $u=t^{-1/2}$, so that $t^{-3/2}dt=-2\,du$:

$$\int_0^Tdt\left(\frac{\pi}{t}\right)^{3/2}e^{-\pi^2j^2/t}
=2\pi^{3/2}\int_{1/\sqrt T}^\infty du\,e^{-\pi^2j^2u^2}
=\frac{\pi}{j}\,\mathrm{erfc}\!\left(\frac{\pi j}{\sqrt T}\right).$$

Collecting the pieces,

$$c_2=\sum_{\mathbf n}{}'\frac{e^{-Tn^2}}{n^2}+\pi\sum_{\mathbf n}{}'\frac{\mathrm{erfc}(\pi n/\sqrt T)}{n}-T-\frac{2\pi^{3/2}}{\sqrt T}.$$

The value cannot depend on $T$, which is a useful check. At $T=\pi$ the constants add to $-3\pi$, and

$$\kappa=3-\sum_{\mathbf n}{}'\left[\frac{e^{-\pi n^2}}{\pi n^2}+\frac{\mathrm{erfc}(\sqrt\pi\,n)}{n}\right].$$

The six vectors with $n^2=1$ subtract 0.1556658, the twelve with $n^2=2$ subtract 0.0068992, and the eight with $n^2=3$ subtract 0.0001338. Three shells already give 2.837301. The next shell, with six vectors, subtracts 0.0000033, and continuing through $n^2=6$ gives

$$\kappa=2.8372975,\qquad c_2=-8.9136329 .$$

The splits $T=2$, $\pi$ and $5$ agree to all printed digits. A direct lattice sum minus integral, with a polynomial cutoff instead of the Gaussian one, also gives 2.8372975.

**The second constant is the same number**

For $c_1$ use $1/n=\int_0^\infty du\,u^{-1/2}e^{-\pi un^2}$ and split at $u=1$. The corresponding continuum integral is $\int d^3n\,e^{-\pi un^2}=u^{-3/2}$. The upper part is

$$\sum_{\mathbf n}{}'\int_1^\infty\frac{du}{\sqrt u}e^{-\pi un^2}-\int_1^\infty\frac{du}{u^2}
=\sum_{\mathbf n}{}'\frac{\mathrm{erfc}(\sqrt\pi\,n)}{n}-1,$$

where $u=v^2$ turns the first integral into an error function. In the lower part, Poisson summation again cancels the continuum term, leaving

$$\sum_{\mathbf j}{}'\int_0^1\frac{du}{u^2}e^{-\pi j^2/u}-\int_0^1\frac{du}{\sqrt u}
=\sum_{\mathbf j}{}'\frac{e^{-\pi j^2}}{\pi j^2}-2,$$

with $v=1/u$ in the first integral. The sum of the two parts is minus the expression for $\kappa$, so $c_1=-\kappa$. The direct sum over $1/n$ gives $\kappa=2.837297$, as it should. Therefore

$$\boxed{m(L)-m=-\frac{\alpha\kappa}{2L}\left(1+\frac{2}{mL}\right)+\text{terms exponentially small in }mL}$$

for a point scalar of unit charge, at rest, at order $\alpha$ and with infinite time extent. For charge $qe$ both powers are multiplied by $q^2$, since every contribution is quadratic in the charge.

**Where the formula stops working**

For $m\to\infty$ at fixed $L$ the second term disappears and the static shift remains. At finite mass the $1/L$ term dominates only if $mL\gg2$. When $mL$ is of order one, the discarded exponentials are no longer negligible.

To see their size, I summed the complete self-energy difference, keeping $(\omega^2+m^2)/(2m\omega)$ intact. In units of $\alpha/L$:

| $mL$ | Direct sum | Formula | Difference |
|---:|---:|---:|---:|
| 5 | −1.98925 | −1.98611 | $-3.1\times10^{-3}$ |
| 10 | −1.7023935 | −1.7023785 | $-1.5\times10^{-5}$ |
| 15 | −1.6078020 | −1.6078019 | $-8\times10^{-8}$ |

The finite cutoff of the direct sum limits the last difference to an accuracy of about $10^{-8}$. From $mL=5$ to 10 the difference falls by a factor of about 200. A bare $e^{-mL}$ would give about 150, so the fall is compatible with an exponential times a decreasing power.

A moving particle needs a new calculation, because $\boldsymbol\epsilon\cdot\mathbf p$ need not vanish. Internal structure also matters, but at a higher power of $1/L$. Consider a static charge distribution with rms radius $r$ and squared form factor $F^2=e^{-k^2r^2/3}$. Its Coulomb summand differs from the point one by

$$\frac{F^2-1}{\mathbf k^2}\longrightarrow-\frac{r^2}{3}\qquad(\mathbf k\to0).$$

This function is smooth, so its sum over all modes equals its integral up to tiny image terms when $r\ll L$. QED$_L$, however, omits the $\mathbf k=0$ term, which is now nonzero. Leaving out $-r^2/3$ adds

$$\frac{e^2}{2L^3}\frac{r^2}{3}=\frac{2\pi\alpha r^2}{3L^3}.$$

At $r/L=0.1$ this is $+0.020944\,\alpha/L$. Added to the static point value $-\kappa/2=-1.418649$, it gives $-1.397705$, which the direct sum reproduces. The $1/L$ term depends on the total charge, while the radius first enters at $1/L^3$. This is a static Coulomb model, not a full finite-volume formula for a composite particle.

**Numbers for a concrete box**

Take a model scalar with $m=500$ MeV and $L=4$ fm. With $\hbar c=197.327$ MeV fm,

$$mL=\frac{500\times4}{197.327}=10.135,$$

$$-\frac{\alpha\kappa\hbar c}{2L}=-\frac{0.00729735\times2.837297\times197.327}{8}\ \text{MeV}=-0.5107\ \text{MeV}.$$

The seagull term, labelled "recoil correction" in the numerical output, is this value times $2/10.135=0.1973$, or $-0.1008$ MeV. The total is $-0.6115$ MeV, about 0.12% of the mass.

At $L=8$ fm the leading term halves to $-0.2554$ MeV and the seagull term falls by four to $-0.0252$ MeV, for a total of $-0.2805$ MeV. Doubling the box therefore reduces the shift by slightly more than half.

To recover the infinite-volume mass from the 4 fm box, one adds 0.6115 MeV to the finite-volume mass. Correcting for the leading term alone would leave the result 0.1008 MeV too low. The exponential remainder, judged from the row $mL=10$, is only about $5\times10^{-6}$ MeV. That is the error of the large-volume formula relative to the order-$\alpha$ point-scalar result; it does not include higher orders in $\alpha$ or any strong-interaction effects of the box.

## Computed values

```
Lattice sites: 64 (dimensionless)
Rank of divergence: 63
Unsolved charge per site, single charge: 0.015625 e
Largest unsolved charge, neutral pair: 1.3e-15 e
Fock test k/m: 1.700 (dimensionless)
Fock density excess: 1.239664209 (dimensionless)
Density formula: 1.239664209 (dimensionless)
Fock seagull excess times m: 0.500000
Ewald split T=2.000000: kappa=2.8372974795
Ewald split T=3.141593: kappa=2.8372974795
Ewald split T=5.000000: kappa=2.8372974795
Shell n^2=1: vectors=6, term=0.1556657975, partial kappa=2.8443342025
Shell n^2=2: vectors=12, term=0.0068991522, partial kappa=2.8374350503
Shell n^2=3: vectors=8, term=0.0001338301, partial kappa=2.8373012202
Shell n^2=4: vectors=6, term=0.0000032706, partial kappa=2.8372979497
Shell n^2=5: vectors=24, term=0.0000004538, partial kappa=2.8372974959
Shell n^2=6: vectors=24, term=0.0000000164, partial kappa=2.8372974795
c2 from Ewald: -8.913632918 (dimensionless)
c2 from direct cutoff sums: -8.9136329 (dimensionless)
kappa from direct 1/n^2 sum: 2.8372975
kappa from direct 1/|n| sum: 2.837297
mL=5: direct=-1.9892535, formula=-1.9861082, difference=-3.1e-03 (units alpha/L)
mL=10: direct=-1.7023935, formula=-1.7023785, difference=-1.5e-05 (units alpha/L)
mL=15: direct=-1.6078020, formula=-1.6078019, difference=-8.0e-08 (units alpha/L)
Smeared charge r/L: 0.100 (dimensionless)
Smeared direct shift: -1.39770479 alpha/L
Radius contribution: 0.02094395 alpha/L
alpha: 0.0072973526 (dimensionless)
hbar c: 197.3269805 MeV fm
Model mass: 500.0 MeV
L=4.0 fm: mL=10.135461 (dimensionless)
L=4.0 fm: leading shift=-0.510701 MeV
L=4.0 fm: recoil correction=-0.100775 MeV
L=4.0 fm: total shift=-0.611476 MeV
L=8.0 fm: mL=20.270923 (dimensionless)
L=8.0 fm: leading shift=-0.255350 MeV
L=8.0 fm: recoil correction=-0.025194 MeV
L=8.0 fm: total shift=-0.280544 MeV
```
